# Exact atomic forces for ultrasoft pseudopotentials in a plane-wave basis, part 2

We seek the force $\mathbf F_I=-dE_{\min}/d\mathbf R_I$ on atom $I$ at $\mathbf R_I$ with ultrasoft pseudopotentials, in Hartree atomic units, $n$ counting electrons as positive. Real projectors $\beta^I_i$, real augmentation functions $Q^I_{ij}=Q^I_{ji}$, local potential $V^I_{\rm loc}$ and frozen core density $n^I_c$ move rigidly with the atom; the bare strengths $D^{0,I}_{ij}$ and $q^I_{ij}=\int Q^I_{ij}\,d^3r$ are constant. Orbitals $\psi_n$ have occupations $f_n$ (spin included) and

$$\rho^{I,n}_{ij}=\langle\psi_n|\beta^I_i\rangle\langle\beta^I_j|\psi_n\rangle,\qquad \rho^I_{ij}=\sum_n f_n\,\rho^{I,n}_{ij},\tag{1}$$

$$n(\mathbf r)=\sum_n f_n|\psi_n(\mathbf r)|^2+\sum_{I,ij}\rho^I_{ij}\,Q^I_{ij}(\mathbf r),\tag{2}$$

$$E=\sum_n f_n\langle\psi_n|-\tfrac12\nabla^2|\psi_n\rangle+\sum_{I,ij}D^{0,I}_{ij}\rho^I_{ij}+\int V_{\rm loc}\,n+E_H[n]+E_{xc}[n+n_c]+U(\{\mathbf R\}).\tag{3}$$

Here $V_{\rm loc}=\sum_IV^I_{\rm loc}$, $n_c=\sum_In^I_c$, $\tilde n=n+n_c$, $n^I_{\rm aug}=\sum_{ij}\rho^I_{ij}Q^I_{ij}$, $U$ is the ion–ion energy, and $V_{\rm eff}=V_{\rm loc}+V_H+V_{xc}$ with $V_H=\delta E_H/\delta n$, $V_{xc}=\delta E_{xc}/\delta\tilde n$. The constraint $\langle\psi_m|S|\psi_n\rangle=\delta_{mn}$ has multipliers $\Lambda$:

$$S=1+\sum_{I,ij}q^I_{ij}\,|\beta_i^I\rangle\langle\beta_j^I|,\tag{4}$$

$$L=E-\sum_{mn}\Lambda_{nm}\big(\langle\psi_m|S|\psi_n\rangle-\delta_{mn}\big),\tag{5}$$

$$H=-\tfrac12\nabla^2+V_{\rm eff}+\sum_{I,ij}D^I_{ij}|\beta^I_i\rangle\langle\beta^I_j|,\qquad D^I_{ij}=D^{0,I}_{ij}+\int V_{\rm eff}\,Q^I_{ij}\,d^3r.\tag{6}$$

Canonical orbitals obey $H|\psi_n\rangle=\varepsilon_nS|\psi_n\rangle$. With $\partial=\partial/\partial\mathbf R_I$ at fixed plane-wave coefficients and $d\psi_n$ the self-consistent orbital derivative,

$$\frac{dE_{\min}}{d\mathbf R_I}=\partial L=\partial E-\sum_{mn}\Lambda_{nm}\langle\psi_m|\partial S|\psi_n\rangle=\partial E-\sum_nf_n\varepsilon_n\langle\psi_n|\partial S|\psi_n\rangle,\tag{9}$$

$$2\,{\rm Re}\langle d\psi_n|S|\psi_n\rangle=-\langle\psi_n|\partial S|\psi_n\rangle,\tag{10}$$

$$\partial E=\partial U+\int n\,\partial V^I_{\rm loc}+\int V_{xc}\,\partial n_c^I+\sum_{ij}\rho^I_{ij}\int V_{\rm eff}\,\partial Q^I_{ij}+\sum_nf_n\sum_{ij}D^I_{ij}\,\partial\rho^{I,n}_{ij}.\tag{12}$$

$$\begin{aligned}\mathbf F_I=&-\partial U-\int n\,\partial V^I_{\rm loc}-\int V_{xc}\,\partial n^I_c-\sum_{ij}\rho^I_{ij}\int V_{\rm eff}\,\partial Q^I_{ij}\\&-\sum_nf_n\sum_{ij}\big(D^I_{ij}-\varepsilon_nq^I_{ij}\big)\,\partial\rho^{I,n}_{ij}.\end{aligned}\tag{14}$$

For a stationary, possibly non-canonical set with common occupation $f$, the overlap force, with $\Lambda$ fixed under $\partial$, is

$$\mathbf F_I^{S}=\sum_{ij}q^I_{ij}\,\partial\omega^I_{ij},\qquad\omega^I_{ij}=\sum_{mn}\Lambda_{nm}\langle\psi_m|\beta^I_i\rangle\langle\beta_j^I|\psi_n\rangle,\qquad\Lambda_{nm}=f\,\langle\psi_n|H|\psi_m\rangle,\tag{15}$$

or ${\rm Tr}(\Lambda A)$ with $A_{mn}=\langle\psi_m|\partial S|\psi_n\rangle$. For Fermi–Dirac occupations at $\tau=k_BT$, with chemical potential $\mu$ and electronic entropy $\mathcal S$,

$$\sum_n\varepsilon_n\,df_n=\sum_n(\varepsilon_n-\mu)\,df_n=\tau\,d\mathcal S,\tag{16}$$

and (14) is minus the gradient of $E-\tau\mathcal S$.

At $\Gamma$, in a fixed cell of volume $\Omega$, $\psi_n=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ and periodic fields are $a(\mathbf r)=\sum_{\mathbf G}a_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. A field centred on atom $I$ has $b^I_{\mathbf G}=\Omega^{-1}\tilde b(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_I}$, with $\tilde b(\mathbf G)=\int b\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ for the atom at the origin, so $\partial b^I_{\mathbf G}=-i\mathbf G\,b^I_{\mathbf G}$. The local, core and augmentation terms of (14) all have the form

$$-\int a\,\partial b^I=-\Omega\sum_{\mathbf G}a^*_{\mathbf G}(-i\mathbf G)\,b^I_{\mathbf G},\tag{17}$$

with $(a,b^I)=(n,V^I_{\rm loc})$, $(V_{xc},n^I_c)$ and $(V_{\rm eff},n^I_{\rm aug})$, the last at fixed $\rho^I$; the sum is real because the terms at $\mathbf G$ and $-\mathbf G$ are complex conjugates. For the projectors, $B^I_{\mathbf G i}=\Omega^{-1/2}\tilde\beta_i(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_I}$, and the projection contains the conjugate phase:

$$p_{in}=\langle\beta^I_i|\psi_n\rangle=\sum_{\mathbf G}B^{I*}_{\mathbf Gi}\,c_{n\mathbf G},\qquad\partial p_{in}=\sum_{\mathbf G}(+i\mathbf G)\,B^{I*}_{\mathbf Gi}\,c_{n\mathbf G}.$$

With $\rho^{I,n}_{ij}=p^*_{in}p_{jn}$ and a real symmetric weight $M_{ij}=D_{ij}-\varepsilon_nq_{ij}$, the sum $\sum M_{ij}(\partial p_i^*\,p_j+p_i^*\,\partial p_j)$ has a second half that, after exchanging the names $i$ and $j$, is the complex conjugate of the first. The projector force is therefore

$$-2\,{\rm Re}\sum_nf_n\sum_{ij}\partial p^*_{in}\,\big(D^I_{ij}-\varepsilon_nq^I_{ij}\big)\,p_{jn}.\tag{18}$$

For Bloch states $\mathbf G$ becomes $\mathbf k+\mathbf G$ in $B$ and in the factor $i\mathbf G$, and the band sum includes the weighted sum over $\mathbf k$.

Two further properties follow from translation. The local and augmentation terms of (14) both contain the interaction of an atom's own local potential with its own augmentation charge. If the potential sits at $\mathbf R_1$ and the charge at $\mathbf R_2$, the integral $\int V^I_{\rm loc}\,n^I_{\rm aug}$ at fixed $\rho^I$ depends on $\mathbf R_1-\mathbf R_2$ alone, so its derivatives with respect to the two positions are opposite and the two contributions cancel: the atom does not push itself. The constant $\int V^I_{\rm loc}Q^I_{ij}$ survives only inside $D$, and moving it into the definition of the bare strengths changes no force. The second property concerns the sum of all forces. Translate all atoms by a small $\mathbf d$ and replace $c_{n\mathbf G}$ by $c_{n\mathbf G}e^{-i\mathbf G\cdot\mathbf d}$. The phases cancel in every $p_{in}$, so $\rho^I$, the overlaps and the kinetic energy are unchanged, and $n_{\mathbf G}$ acquires the phase $e^{-i\mathbf G\cdot\mathbf d}$, provided the density grid holds all differences of basis vectors without wrapping around. The local, Hartree and ion–ion energies, being sums over $\mathbf G$ in which these phases cancel, are unchanged. A local exchange-correlation energy evaluated as a sum over grid points $\mathbf r_k$ with volume element $\Delta$ changes by $-\mathbf d\cdot\sum_kV_{xc}\nabla\tilde n\,\Delta$, because $\tilde n(\mathbf r-\mathbf d)=\tilde n-\mathbf d\cdot\nabla\tilde n$. The same change of $L$ is the sum of an orbital part, zero by stationarity, and $\mathbf d\cdot\sum_I\partial_IL=-\mathbf d\cdot\sum_I\mathbf F_I$. Hence

$$\sum_I\mathbf F_I=\sum_kV_{xc}(\mathbf r_k)\,\nabla\tilde n(\mathbf r_k)\,\Delta.\tag{19}$$

For a local functional $V_{xc}\nabla\tilde n$ is the gradient of the energy density, whose integral over the cell is zero; what remains on a finite grid is the egg-box residue.

All of this can be checked on a model small enough to be differentiated numerically. Two unlike atoms A and B with round parameters sit at $(2,2,2)$ and $(4,3,2.5)$ bohr in a cubic cell of side 7 bohr, a distance of 2.291288 bohr along $\mathbf e=(0.872872,0.436436,0.218218)$. There are four electrons in two doubly occupied orbitals, 179 plane waves (cutoff 5 Ha) and a $21^3$ grid. The largest integer component of a basis vector is 3, so differences reach 6 and fit in the grid range of $\pm10$. Each ion is a Gaussian charge $Z=2$ of width $s$, with transform $Ze^{-G^2s^2/2}$; it produces $V^I_{{\rm loc},\mathbf G}=-4\pi Ze^{-G^2s^2/2}e^{-i\mathbf G\cdot\mathbf R_I}/(\Omega G^2)$, and $U$ is the electrostatic energy of the sum of the ion charges. The $\mathbf G=0$ Coulomb terms are dropped, which fixes the zero of energy: $V_{\rm loc}+V_H$ averages to zero over the cell. The projectors are one normalized $s$ function $\propto e^{-r^2/2w^2}$ and three normalized $p$ functions $\propto x_ae^{-r^2/2w^2}$, with $D^0={\rm diag}(D^0_s,D^0_p,D^0_p,D^0_p)$. With $g$ the unit-charge Gaussian of width $\sigma$,

$$Q_{ss}=q_s\,g,\qquad Q_{sa}=\kappa\,x_ag/\sigma,\qquad Q_{ab}=q_p\,x_ax_b\,g/\sigma^2,\qquad n_c=z_c\,g.$$

Since $\tilde g=e^{-G^2\sigma^2/2}$ and a factor $x_a$ becomes $i\,\partial/\partial G_a$, the transforms are $q_s\tilde g$, $-i\kappa\sigma G_a\tilde g$ and $q_p(\delta_{ab}-\sigma^2G_aG_b)\tilde g$, and their values at $\mathbf G=0$ give $q={\rm diag}(q_s,q_p,q_p,q_p)$. Atom A has $s=0.7$, $w=0.8$, $\sigma=0.6$ bohr, $z_c=0.3$, $D^0_s=-0.3$, $D^0_p=0.2$ Ha, $q_s=0.3$, $q_p=0.2$, $\kappa=0.2$. Atom B has $s=0.8$, $w=0.9$, $\sigma=0.7$ bohr, $z_c=0.2$, $D^0_s=-0.1$, $D^0_p=0.1$ Ha, $q_s=0.2$, $q_p=0.1$, $\kappa=0.1$. The functional is Slater exchange, $E_x=-\tfrac34(3/\pi)^{1/3}\int\tilde n^{4/3}$, $V_x=-(3\tilde n/\pi)^{1/3}$. The model describes no material, and six digits are kept below only so that a formula can be compared with a numerical derivative of the same discretized energy. The program and its output follow this text.

The self-consistent levels are $\varepsilon_1=-0.487079$, $\varepsilon_2=-0.064761$ and, empty, $\varepsilon_3=0.057700$ Ha, so there is a gap. The density integrates to 4 electrons, of which 0.398580 are augmentation charge on A and 0.251596 on B, and its smallest value on the grid is positive, $1.69\times10^{-4}$ bohr$^{-3}$. On A, with the label $e$ for the $p$ projector along $\mathbf e$, the occupation matrix has $\rho_{ss}=1.253670$, $\rho_{se}=-0.022567$, $\rho_{ee}=0.112006$; the $s$ channel supplies $0.3\times1.253670=0.376101$ of the augmentation charge. Screening moves $D_{ss}$ from $-0.3$ to $-0.526555$ Ha and $D_{ee}$ from $0.2$ to $0.068193$ Ha, and it creates $D_{se}=-0.016410$ Ha, an element that is zero in $D^0$. By (6), $D_{se}$ is the integral of $V_{\rm eff}$ against a function that is odd about the atom, and so it measures the odd part of the effective potential there.

The $ss$ element of the projector force on A along $\mathbf e$ shows the arithmetic of (14). For the first orbital the weight is $-0.526555-(-0.487079)(0.3)=-0.380432$ Ha and $\partial\rho^{A,1}_{ss}=0.141331$ bohr$^{-1}$, which contributes $-2(-0.380432)(0.141331)=0.107534$ Ha/bohr. For the second the weight is $-0.526555-(-0.064761)(0.3)=-0.507127$ Ha and $\partial\rho^{A,2}_{ss}=-0.161278$ bohr$^{-1}$, which contributes $-2(-0.507127)(-0.161278)=-0.163577$ Ha/bohr. The opposite signs mean that the first orbital gains and the second loses weight on the $s$ projector when it is displaced toward B. The two add to $-0.056043$ Ha/bohr, and the elements involving $p$ projectors bring the projector term to $-0.092335$ Ha/bohr. The overlap part alone follows from the printed $\langle\psi_1|\partial S|\psi_1\rangle=0.031115$ and $\langle\psi_2|\partial S|\psi_2\rangle=-0.007261$ bohr$^{-1}$:

$$\sum_nf_n\varepsilon_n\langle\psi_n|\partial S|\psi_n\rangle=2(-0.487079)(0.031115)+2(-0.064761)(-0.007261)=-0.030311+0.000940=-0.02937\ \text{Ha/bohr}.$$

The components along $\mathbf e$ of all terms, in Ha/bohr, are these.

| term | A | B |
|---|---|---|
| ion–ion | −0.496760 | 0.496760 |
| local | 0.277511 | −0.309798 |
| core correction | 0.004448 | −0.003229 |
| augmentation | 0.056470 | −0.034182 |
| projector, $D$ part | −0.062964 | 0.067321 |
| projector, $\varepsilon q$ part | −0.029370 | 0.033795 |
| total | −0.250666 | 0.250666 |

For A the sum is $-0.496760+0.277511+0.004448+0.056470-0.062964-0.029370=-0.250665$, equal to the printed total within rounding. The force pushes A away from B, with $\mathbf F_A\cdot\mathbf e=-0.2507$ Ha/bohr, or $-12.89$ eV/Å at 51.4221 eV/Å per Ha/bohr. Apart from the ion–ion term, no single term is equal and opposite on the two atoms; the argument for (19) applies only to the total. The full vector $\mathbf F_A=(-0.211431,-0.120518,-0.061938)$ Ha/bohr is not parallel to the bond: subtracting $-0.250666\,\mathbf e=(-0.218799,-0.109400,-0.054700)$ leaves $(0.0074,-0.0111,-0.0072)$, of length 0.015 Ha/bohr, about 6% of the bond component. For an isolated pair with these rotationally covariant projectors and augmentation functions the energy depends on the distance only and such a component is forbidden, so it comes from the periodic setting, in which lattice, basis and grid have only cubic symmetry.

The central test is a central difference of the fully self-consistent energy with step 0.001 bohr. For A along $\mathbf e$ it gives $-0.2506663$ against $-0.2506664$ Ha/bohr from (14), and for B along $(2,2,-1)/3$ both give $0.2006531$ Ha/bohr; the asserted tolerance is $2\times10^{-6}$ Ha/bohr. The orbitals from the two displaced calculations for A also test (10): their norms in the undisplaced $S$ change at the rates $-0.031115$ and $0.007261$ bohr$^{-1}$, the negatives of the values of $\langle\partial S\rangle$ above. The terms of (12) are tested one at a time by freezing the orbitals and displacing, in the energy (3), only the ion charge, only $V_{\rm loc}$, only $n_c$, only $Q$ or only the projectors of one atom by $\pm0.0002$ bohr. Over both atoms and all directions the largest absolute deviation is $2.4\times10^{-9}$ Ha/bohr. The projector case tests the screening, because the energy being differenced contains $D^0$ only, while its derivative agrees with the expression containing $D$; with $D^0$ in that expression the term for A would be $-0.071643$ in place of $-0.062964$ Ha/bohr, a difference of 0.0087 Ha/bohr, which is 3.5% of the total bond component at this zero of energy.

All six components of the total are tested by a road that uses no eigenvalues. The frozen orbitals are re-orthonormalized in the overlap of the displaced geometry by the Löwdin prescription, $\psi'_n=\sum_m\psi_m(O^{-1/2})_{mn}$ with $O_{mn}=\langle\psi_m|S'|\psi_n\rangle$, and (3) is evaluated with them. To first order $O=1+A\,h$ for a displacement $h$, so $d\psi_n=-\tfrac12\sum_m\psi_mA_{mn}$, and the orbital contribution is $\sum_nf_n\,2\,{\rm Re}\sum_m(-\tfrac12A^*_{mn})\,\varepsilon_n\delta_{mn}=-\sum_nf_n\varepsilon_nA_{nn}$, the term in (9). The numerical derivative agrees with (14) to $3.1\times10^{-9}$ Ha/bohr in the worst component.

The dependence on the zero of energy is tested by adding $c=0.5$ Ha to $V_{\rm eff}$ and diagonalizing again. The $\varepsilon q$ part should change by $c\sum_nf_n\langle\partial S\rangle_n=0.5\times2\times(0.031115-0.007261)=0.023854$ Ha/bohr and the $D$ part by the negative of this. The printed values move from $-0.029370$ to $-0.005517$ and from $-0.062964$ to $-0.086818$ Ha/bohr, and the total stays at $-0.250666$. Without the $\varepsilon q$ part the force on A along the bond would be $-0.221296$ Ha/bohr at $c=0$, too small in magnitude by 12% of the correct value, and $-0.245150$ Ha/bohr at $c=0.5$ Ha, too small by 2%. Mixing the two occupied orbitals by a rotation of 0.6 rad tests (15): the full multiplier matrix returns $-0.029370$ Ha/bohr, its diagonal alone $-0.021970$ Ha/bohr. The second number also depends on the arbitrary relative phase of the two eigenvectors, through $A_{12}$, and has no meaning beyond being different from the first.

The self-interaction on A appears as $-0.003544$ Ha/bohr in the local term, obtained by a finite difference, and $+0.003544$ Ha/bohr in the augmentation term, obtained from (17). Parity identifies its source: the gradient of the atom's own potential is odd about the atom, $Q_{ss}$ and $Q_{ab}$ are even, and only the $Q_{sa}$, weighted by the small $\rho_{sa}$, contribute. The sum of the forces has length $1.506\times10^{-8}$ Ha/bohr, and the right side of (19) has the same printed length. The asserted tolerance on their difference, $10^{-7}$ Ha/bohr, is larger than either, so the assertion alone could not distinguish (19) from the statement that the forces sum to zero. That both sides are small on this grid is read from the printed lengths, and the agreement of their four digits is an observation beyond what is asserted.

With Fermi–Dirac occupations at $\tau=0.08$ Ha, comparable to the gap $\varepsilon_3-\varepsilon_2=0.122$ Ha of the integer-occupation solution, the four lowest levels hold 1.9946, 1.2961, 0.4655 and 0.0767 electrons. Formula (14) then gives $-0.1565982$ Ha/bohr for A along $\mathbf e$, and the self-consistent difference of $E-\tau\mathcal S$ gives $-0.1565982$ Ha/bohr. The difference of $E$ alone gives $-0.2286307$ Ha/bohr, and by (16) the gap between the two, $-0.2286307-(-0.1565982)=-0.0720$ Ha/bohr, is $-\tau\,d\mathcal S/dR_e$, so that in this model the electronic entropy rises as A approaches B.

## Computed results

```
cell 7.0 bohr, cutoff 5.0 Ha, plane waves 179, grid 21^3, electrons 4.0
A: R=[2. 2. 2.] bohr Z=2.0 si=0.7 w=0.8 sq=0.6 bohr zc=0.3
A: D0s=-0.3 D0p=0.2 Ha qs=0.3 qp=0.2 kap=0.2
B: R=[4.  3.  2.5] bohr Z=2.0 si=0.8 w=0.9 sq=0.7 bohr zc=0.2
B: D0s=-0.1 D0p=0.1 Ha qs=0.2 qp=0.1 kap=0.1
distance 2.291288 bohr, unit vector e (A to B) [0.872872 0.436436 0.218218]
total energy -0.15928034 Ha
eps1 eps2 eps3 -0.487079 -0.064761 0.057700 Ha
integrated n 4.0000000000; minimum n 1.69e-04 bohr^-3
augmentation charge A 0.398580 B 0.251596
A rho_ss 1.253670 rho_se -0.022567 rho_ee 0.112006
A D_ss -0.526555 D_se -0.016410 D_ee 0.068193 Ha
A n=1: D_ss-eps*q_s -0.380432 Ha, d rho_ss/dR_e 0.141331 1/bohr
A n=1: ss force part 0.107534 Ha/bohr
A n=1: <dS> 0.031115, 2Re<dpsi|S|psi> -0.031115 1/bohr
A n=2: D_ss-eps*q_s -0.507127 Ha, d rho_ss/dR_e -0.161278 1/bohr
A n=2: ss force part -0.163577 Ha/bohr
A n=2: <dS> -0.007261, 2Re<dpsi|S|psi> 0.007261 1/bohr
force terms along e, Ha/bohr:      A           B
  ion-ion             -0.496760     0.496760
  local                0.277511    -0.309798
  core corr.           0.004448    -0.003229
  augmentation         0.056470    -0.034182
  projector D         -0.062964     0.067321
  overlap eps q       -0.029370     0.033795
  D - eps q           -0.092335     0.101116
  total               -0.250666     0.250666
F_A [-0.211431 -0.120518 -0.061938] Ha/bohr
F_B [0.211431 0.120518 0.061938] Ha/bohr
F_A.e formula -0.2506664, SCF difference -0.2506663 Ha/bohr (step 0.001 bohr)
F_A.e -12.88978 eV/A (1 Ha/bohr = 51.4221 eV/A)
F_B.(2,2,-1)/3 formula 0.2006531, SCF difference 0.2006531 Ha/bohr
A projector term with D0 in place of D -0.071643 Ha/bohr
frozen tests, step 0.0002 bohr: term error 2.4e-09, Lowdin error 3.1e-09 Ha/bohr
rotation 0.6 rad: overlap term full -0.029370, diagonal only -0.021970 Ha/bohr
shift c=0.5 Ha: D term -0.086818, eps q term -0.005517 Ha/bohr
shift c=0.5 Ha: total -0.250666 Ha/bohr
total without eps q: c=0 -0.221296, c=0.5 -0.245150 Ha/bohr
A own Vloc-Q: local part -0.003544, augmentation part 0.003544 Ha/bohr
|sum F| 1.506e-08, |grid Vx grad n| 1.506e-08 Ha/bohr
kT=0.08 Ha: occupations [1.9946 1.2961 0.4655 0.0767]
kT=0.08 Ha: formula -0.1565982, -d(E-TS) -0.1565982, -dE -0.2286307 Ha/bohr
```
